\section*{Free and Clamped Electro-Optic Tensors and Their Modulation-Frequency Ranges}

\section{What symmetry and dimensions allow}

Let $\varepsilon$ be the dielectric tensor at the frequency of the light, and let $B=\varepsilon^{-1}$. A weak modulating field $E$ changes it by
\begin{equation}
\Delta B_{ij}=\sum_k r_{ijk}E_k .
\end{equation}
Inversion reverses $E$ and leaves $B$ unchanged, so $r$ vanishes in a centrosymmetric crystal. Dimensionally, $r$ is an inverse field.

The field can also act through the strain $\eta$. The strain produced per unit field, $d_{k\mu\nu}$, is an inverse field and is odd under inversion. The change of $B$ per unit strain, $p_{ij\mu\nu}$, is dimensionless and even. Their product summed over $\mu\nu$ therefore has the dimensions and parity of $r_{ijk}$. Symmetry does not fix its coefficient, nor does it say what is held constant in each factor.

The crystal is homogeneous and insulating, the field is uniform and weak, and thermal effects are omitted. The electronic response has no dispersion. Hartree atomic units are used unless SI units are shown.

\section{One ion, one strain, one field}

Take one ionic displacement $v$ from equilibrium, one strain $\eta$ and one field $E$. To second order, the enthalpy per reference volume is
\begin{equation}
H=\tfrac12Kv^2-v(ZE+\Lambda\eta)+\tfrac12C^0\eta^2-e^0\eta E+\dots
\end{equation}
Omitted terms depend on $E$ alone. $K$ is the force constant, $Z$ the ionic charge per volume and $\Lambda$ the force per strain. The superscript 0 marks values with frozen ions. Ionic equilibrium, $\partial H/\partial v=0$, gives
\begin{equation}
v=\frac{ZE+\Lambda\eta}{K}. \label{v}
\end{equation}
Zero stress means $\partial H/\partial\eta=0$, or $C^0\eta-\Lambda v-e^0E=0$. Inserting (\ref{v}) and collecting terms,
\begin{equation}
\Big(C^0-\frac{\Lambda^2}{K}\Big)\eta=\Big(e^0+\frac{\Lambda Z}{K}\Big)E .
\end{equation}
The brackets are the relaxed-ion stiffness $C$ and piezoelectric constant $e$, so $\eta=dE$ with $d=e/C$.

The optical change is linear in all three variables, with subscripts denoting partial derivatives:
\begin{align}
\Delta B&=B_EE+B_vv+B_\eta\eta\nonumber\\
&=\Big(B_E+\frac{B_vZ}{K}\Big)E+\Big(B_\eta+\frac{B_v\Lambda}{K}\Big)\eta .
\end{align}
The first bracket is the clamped coefficient $r^\eta$: strain frozen, ions relaxed. The second is $p$ at fixed field, also with relaxed ions. Setting $\eta=dE$ gives
\begin{equation}
r^\sigma=r^\eta+pd .
\end{equation}
Ionic motion appears twice without double counting: $ZE/K$ is driven by the field, $\Lambda\eta/K$ by the strain.

Two limits check this. For $C^0\to\infty$ the crystal cannot deform, $d\to0$ and $r^\sigma\to r^\eta$. For $\Lambda=0$ strain does not move the ion, and $p$ reduces to the clamped-ion value $B_\eta$.

\section{All components}

With many ions and six strains, the meaning of ``fixed field'' needs care in a polar crystal. Let the deformation be $1+\eta$, with $\eta$ symmetric, and let $J=\det(1+\eta)$. Electrodes at given voltage fix the reduced field $\tilde E=(1+\eta)E$. If the reduced polarization $\tilde P$ is defined by $JP=(1+\eta)\tilde P$, the dipole energy per reference volume is
\begin{equation}
-JE\cdot P=-E\cdot(1+\eta)\tilde P=-\tilde E\cdot\tilde P .
\end{equation}
Deformation at constant $\tilde P$ and voltage thus adds no spurious piezoelectric term from the spontaneous polarization. Since $\tilde E-E=\eta E$ is second order when $\eta$ is proportional to $E$, the ratios $d$, $r^\eta$ and $r^\sigma$ are the same per unit $E$ or per unit $\tilde E$. The mixed derivative of $H$ with respect to field and strain is not the same: it must be taken at fixed $\tilde E$, because at fixed $E$ it picks up the spontaneous polarization. In the model below that error would raise $d_{33}$ from 24.2 to 25.7.

Define $K=H_{uu}$, $Z=-H_{u\tilde E}$ and $\Lambda=-H_{u\eta}$ at the stable reference state, with uniform translation of all ions removed. The scalar divisions become matrix inverses:
\begin{align}
\delta u&=K^{-1}(ZE+\Lambda\eta),\\
r^\eta&=B_E+B_uK^{-1}Z,\qquad p=B_\eta+B_uK^{-1}\Lambda, \label{rp}\\
C&=H_{\eta\eta}-\Lambda^TK^{-1}\Lambda,\quad
e=-H_{\tilde E\eta}+Z^TK^{-1}\Lambda. \label{Ce}
\end{align}
These are the second-order responses that density functional perturbation theory supplies, together with the third-order derivatives contained in $B_E$, $B_u$ and $B_\eta$. Differentiating $B\varepsilon=1$ gives $B_u=-B\varepsilon_uB$, where $\varepsilon_u$ is the Raman response. Zero stress gives $C\eta=e^TE$; as $C$ is symmetric, $d=eC^{-1}$. The chain rule then yields
\begin{equation}
\boxed{r^\sigma_{ijk}=r^\eta_{ijk}+\sum_{\mu\nu}p_{ij\mu\nu}d_{k\mu\nu}}
\label{main}
\end{equation}

The sum has nine terms. With engineering shears such as $\eta_5=2\eta_{xz}$, one has $d_{k5}=2d_{kxz}$ and $p_{ij5}=p_{ijxz}$. The equal $xz$ and $zx$ terms together make $p_{ij5}d_{k5}$, so six terms suffice without another factor of two.

Equation (\ref{main}) excludes rigid rotation. A small rotation by $\theta$ in the $xz$ plane would add a change of magnitude $|\theta(B_{xx}-B_{zz})|$ to $B_{xz}$ when $B$ is initially diagonal. A mounting that turns the crystal needs this extra term.

The same $d$ describes the direct effect. For $G=H-\sigma\cdot\eta$, $dG=-Q\cdot d\tilde E-\eta\cdot d\sigma$, where $Q=-\partial H/\partial\tilde E$ is the electrode charge per reference area. Equality of mixed derivatives gives $\partial Q_k/\partial\sigma_m=\partial\eta_m/\partial E_k=d_{km}$.

\section{Fixed field or fixed charge?}

An elasto-optic coefficient at fixed charge is different. Here the charge per reference area is held for all three directions. Isolated electrodes on the faces of a wide plate hold it only for the normal direction; being equipotentials, they keep the tangential field zero. The two conditions agree when the strain creates polarization only along the normal and the normal is a principal axis of $\varepsilon^\eta$, the static clamped dielectric tensor. Holding all three requires
\begin{equation}
0=\varepsilon^\eta\delta E+4\pi e\eta .
\end{equation}
Strain therefore creates the field $\delta E=-4\pi(\varepsilon^\eta)^{-1}e\eta$, and
\begin{equation}
p^D=p-4\pi r^\eta(\varepsilon^\eta)^{-1}e .
\label{pd}
\end{equation}
One may use $p^D$ if the field response is also rewritten at fixed $D$. Then $\Delta B=r^\eta(\varepsilon^\eta)^{-1}D+p^D\eta$. For the free crystal $D=(\varepsilon^\eta+4\pi ed)E$, so
\begin{equation}
\frac{\Delta B}{E}=r^\eta+4\pi r^\eta(\varepsilon^\eta)^{-1}ed+p^Dd=r^\eta+pd ,
\end{equation}
by (\ref{pd}). Putting $p^D$ directly into (\ref{main}) loses the middle term.

\section{A tetragonal model crystal}

The test case is a model, not a named material. It has a three-component polar coordinate $u$. The reference state, $u=u_0\hat z$ with $\eta=0$, is a local minimum of $H$ at zero field. It is not the lowest one: with relaxed strain, $H$ is lower by $2.3\times10^{-6}$ a.u. at $u=0.445\,\hat x$. The model therefore serves for small responses about the reference state, not for comparing domains. With $q_i=u_i^2-u_0^2\delta_{iz}$,
\begin{align}
H={}&\frac{\kappa}{8u_0^2}(u^2-u_0^2)^2+\frac{\lambda}{u_0^2}\sum_{i<j}u_i^2u_j^2+H_{\rm el}\nonumber\\
&-\sum_i\eta_{ii}\Big(g_{11}q_i+g_{12}\sum_{j\ne i}q_j\Big)-2g_{44}\sum_{i<j}\eta_{ij}u_iu_j\nonumber\\
&-\tilde E\cdot(Zu+f\eta u)-J\Big[\frac{E\cdot\bar\varepsilon E}{8\pi}+b_1(u\cdot E)E^2+b_2\sum_iu_iE_i^3\Big].
\end{align}
$H_{\rm el}$ is the cubic elastic energy with constants $C^0_{11},C^0_{12},C^0_{44}$. The zero-field optical tensor $\bar\varepsilon$ has
\begin{align}
\bar\varepsilon_{ii}&=\varepsilon_0+a_1u_i^2+a_2u^2-m_{11}\eta_{ii}-m_{12}\sum_{j\ne i}\eta_{jj},\\
\bar\varepsilon_{ij}&=a_1u_iu_j-2m_{44}\eta_{ij}\quad(i\ne j).
\end{align}
The round parameters are listed in the numerical output.

Follow the component $zz,z$. At equilibrium $\varepsilon_{zz}=6-4(0.3)^2=5.64$. Two field derivatives of the cubic terms give $\partial\varepsilon_{zz}/\partial E_z=24\pi(b_1+b_2)u_0$. Hence
\begin{align}
r^{\rm el}&=-\frac{24\pi(-2.4)(0.3)}{5.64^2}=1.707,\\
B_{u_z}&=-\frac{2(a_1+a_2)u_0}{5.64^2}=\frac{2.4}{31.81}=0.07545,\\
r^{\rm ion}&=B_{u_z}\frac{Z}{\kappa}=0.07545\times160=12.07 .
\end{align}
Their sum is $r^\eta=13.78$. The force per $\eta_{zz}$ is $2g_{11}u_0=4.8\times10^{-4}$, or an ionic shift of $4.8$ bohr per unit strain. Therefore
\begin{align}
p_{zzzz}&=\frac{4}{31.81}+0.07545\times4.8=0.488,\\
e_{33}&=fu_0+Z(4.8)=-0.0060+0.0768=0.0708 .
\end{align}
For $\eta_{xx}$ the ionic shift is $2g_{12}u_0/\kappa=-0.6$, giving $p_{zzxx}=3/31.81-0.0453=0.049$ and $e_{31}=-0.0096$. Zero stress requires
\begin{align}
(C_{11}+C_{12})d_{31}+C_{13}d_{33}&=e_{31},\nonumber\\
2C_{13}d_{31}+C_{33}d_{33}&=e_{33}.
\end{align}
The relaxed stiffnesses in the output give $d_{31}=-8.87$ and $d_{33}=24.23$. The two lateral strains contribute equally:
\begin{equation}
pd=2(0.0490)(-8.87)+(0.4879)(24.23)=10.95 .
\end{equation}
Thus $r^\sigma=24.73$. In laboratory units, the clamped and free values are $26.8$ and $48.1$ pm/V.

Relaxing ions and strains together in small fields $\pm E$ gives 24.73 directly. The full 27-component comparison was tested to $10^{-4}$ of the largest component. The same relaxations tested $d$, separate ones tested $r^\eta$, $p$ and $p^D_{ijzz}$, and the charge produced by a stress tested $d_{33}$.

The wrong choices matter here. Clamped-ion $p_{ij\mu\nu}$ gives 15.15, and fixed-charge $p^D$ gives 16.09. These are 39\% and 35\% below the free value. The correction depends on the component: for $xz,x$ it is only 0.83 on a clamped value of 5.63.

\section{When can the strain follow?}

In a homogeneous crystal a uniform field produces a uniform piezoelectric stress. Its divergence is zero, so it exerts no force inside the body. The force acts at the free surfaces, from which strain travels inward at the speed of sound.

Start with a slender bar of length $L$ along $x$ and electrodes on its $z$ faces. Lateral stresses vanish, and $E_z$ is uniform. For displacement $w$, compliance $S=C^{-1}$ and density $\rho$,
\begin{equation}
\sigma=\frac{w'-d_{31}E}{S_{11}},\qquad
-\rho\omega^2w=\sigma'=\frac{w''}{S_{11}} .
\end{equation}
The solution odd about the centre is $w=A\sin(\omega x/c)$, with $c=(\rho S_{11})^{-1/2}$. Zero stress at $x=\pm L/2$ gives $A(\omega/c)\cos X=d_{31}E$, where $X=\omega L/2c$. The mean strain is $2w(L/2)/L$, hence
\begin{equation}
\frac{\langle\eta_{xx}\rangle}{E}=d_{31}T,\qquad T=\frac{\tan X}{X} .
\end{equation}
The mean stress is $d_{31}E(T-1)/S_{11}$. Adding the strains it causes,
\begin{equation}
r^{\rm bar}_{ijz}=r^\eta_{ijz}+\sum_{m=1}^6p_{ijm}\Big[d_{3m}+\frac{S_{m1}}{S_{11}}d_{31}(T-1)\Big].
\end{equation}
At low frequency $T=1+X^2/3+\dots$, and $r^\sigma$ is recovered. The first resonance is at $X=\pi/2$, or $f=c/2L$.

For $L=10$ mm and $\rho=6000$ kg/m$^3$, $c=5089$ m/s and $f=254$ kHz. Elastic loss is included by $C\to C(1-i\phi)$ with real $e$, time factor $e^{-i\omega t}$ and $\phi=0.02$. At 10 kHz the modulus of $r_{zzz}$ is 24.73, the free value; at resonance it is 85.

When the mean length change is suppressed, $T=0$ and $r_{zzz}=22.71$. This is not the clamped value, because the bar can still deform sideways. The bar formula itself fails once the width resonances are reached.

\section{The last direction to be clamped}

Now take a wide plate of thickness $t$ with electrodes on its $z$ faces. Suppose its lateral strains are already frozen by inertia. Without free charge, $D$ is uniform through the thickness, although $E$ need not be. Write $\varepsilon$ for $\varepsilon^\eta_{33}$ in this section. Eliminating $E=(D-4\pi e_{33}\eta)/\varepsilon$ from $\sigma=C_{33}\eta-e_{33}E$,
\begin{equation}
\sigma=C^D\eta-\frac{e_{33}}{\varepsilon}D,\qquad
C^D=C_{33}+\frac{4\pi e_{33}^2}{\varepsilon}.
\end{equation}
The bar solution applies with a new drive: $\langle\eta\rangle=e_{33}DT/(\varepsilon C^D)$, where now $X=\omega t/2c$ and $c=(C^D/\rho)^{1/2}$. The voltage fixes $\langle E\rangle$, so $D=\varepsilon\langle E\rangle+4\pi e_{33}\langle\eta\rangle$. Substitution and solution for the strain give
\begin{equation}
\frac{\langle\eta_{zz}\rangle}{\langle E\rangle}=\frac{e_{33}}{C^D}\frac{T}{1-k^2T},\qquad
k^2=\frac{4\pi e_{33}^2}{\varepsilon C^D}.
\end{equation}
Since $B$ is locally linear in $E$ and $\eta$, the depth average of $r_{zzz}$ is $r^\eta_{zzz}$ plus $p_{zzzz}$ times this ratio.

At $T=1$, $C^D(1-k^2)=C_{33}$ gives the strain ratio $e_{33}/C_{33}$. The laterally clamped plateau is therefore
\begin{equation}
13.78+0.4879\times\frac{0.0708}{0.005696}=19.84 ,
\end{equation}
again neither free nor fully clamped. A flat plateau appears only if the plate is far wider than it is thick: for $t=1$ mm the response is already 4\% above this value at 1 MHz, while the 10 mm bar still swings between 21.2 and 24.4 from 1 to 2 MHz. For $t=1$ mm, the response peaks at 2.70 MHz, near $k^2T=1$ and below $c/2t=3.00$ MHz.

At 10 MHz, $X=5.23$ and, neglecting loss, $T=-0.34$. The strain opposes its static sense, and $|r_{zzz}|=12.3$ lies below the clamped value. With loss, $X$ has a positive imaginary part, here about 0.008 of its real part, and $|\tan X|\le\coth(\mathrm{Im}\,X)$. Once $\mathrm{Im}\,X\gg1$, $\tan X\to i$ and the strain falls as $1/X$. The distance from $r^\eta$, relative to $r^\eta$, is 11\% at 10 MHz, 1.1\% at 100 MHz and below 0.1\% at 1 GHz. The first two values depend on where the frequency lies between overtones: at the overtone near 9 MHz the distance is much larger, while from 100 MHz upward the bound on $\tan X$ keeps it below 2\%. Without loss, overtones with $k^2T=1$ would still diverge, so high frequency alone would not ensure clamping at every frequency. Both mean-strain formulas were tested against discretized wave equations.

\section{The phonon limit and the frequency ranges}

The clamped tensor assumes that the ions follow the field. With strain frozen and a mass matrix $M$ per volume, their motion obeys $(K-\omega^2M)\delta u=ZE$. Let $Ka_m=\omega_m^2Ma_m$ and $a_m^TMa_n=\delta_{mn}$. Expanding $\delta u$ in these modes gives
\begin{equation}
r^\eta(\omega)=B_E+\sum_m\frac{(B_ua_m)(a_m^TZ)}{\omega_m^2-\omega^2}.
\end{equation}
A mode contributes if it is both Raman and infrared active. Because $E$ is fixed, the frequencies are transverse optical (TO) ones. For the single $z$ mode of the model,
\begin{equation}
r_{zzz}(\omega)=r^{\rm el}+\frac{r^{\rm ion}}{1-\omega^2/\omega_{\rm TO}^2}.
\end{equation}
Its limits are the clamped value at $\omega=0$ and $r^{\rm el}$ far above the phonon. Damping is absent, so the formula fails near resonance.

Here $f_{\rm TO}=7.15$ THz. At one tenth of it the coefficient is 13.90, about 0.9\% above the static clamped value. At three times $f_{\rm TO}$ the ions move against the field: $1.707-12.07/8=0.198$, far below $r^{\rm el}$. Time integration of the nonlinear ionic motion tested the formula at $0.3f_{\rm TO}$ and $3f_{\rm TO}$.

The modulation-frequency ranges are therefore:
\begin{itemize}
\item $r^\sigma$ applies well below the lowest driven mechanical resonance, of order $c/2L$ for the largest relevant dimension. For the 10 mm bar this means well below 254 kHz.
\item $r^\eta$ applies to the average through the sample well above the strongly driven acoustic resonances of every dimension and well below the polar TO phonons. For the lossy 1 mm plate, with lateral motion frozen, 100 MHz to 0.7 THz keeps the deviation below 2\%. The lower edge depends on the large loss assumed, $\phi=0.02$. For a frequency-independent $\phi=10^{-3}$ an overtone near 100 MHz still gives a deviation of about 30\%, and the 2\% edge moves to about 0.4 GHz; for $\phi=10^{-4}$ it moves to about 1.3 GHz. The field is uniform only while the electromagnetic wavelength in the crystal is much longer than the plate is wide; for a width of 10 mm the two are equal near 5 GHz. Locally, acoustic waves from the free surfaces still change $B$. Because $D$ is uniform through the thickness, each wave carries its own electric field, and the local change is $p^D_{zzzz}\eta_{zz}$ rather than $p_{zzzz}\eta_{zz}$. At 100 MHz its root-mean-square value over the 1 mm plate is about 14\% of the clamped response, and it varies between 8\% and 21\% from one overtone to the next; at 1 GHz it is appreciable mainly near the surfaces. These changes nearly cancel in the average.
\item Between these ranges the response depends on shape, mounting and loss, and may show partly clamped plateaus.
\item Well above the phonons, but below electronic resonances, the coefficient tends to $r^{\rm el}$. The approach is slow when $r^{\rm ion}$ dominates: here $r_{zzz}$ is still 7\% below $r^{\rm el}$ at $10f_{\rm TO}$ and within 2\% only near $20f_{\rm TO}$.
\end{itemize}
At fixed shape the acoustic resonances move inversely with sample size. The lower edge of the clamped range does so too if the loss factor $\phi$ does not depend on frequency. The phonon boundary belongs to the crystal.

\section*{Table of computed values}
\begin{verbatim}
inputs u0 0.3 bohr; kappa 0.0001, lambda 4e-05, Z 0.016 a.u.
inputs C11 0.008, C12 0.0035, C44 0.004 a.u.
inputs g11 0.0008, g12 -0.0001, g44 0.0006, f -0.02 a.u.
inputs eps0 6.0, a1 -3.0, a2 -1.0 a.u.
inputs m11 4.0, m12 3.0, m44 1.0; b1 -1.0, b2 -1.4 a.u.
optical eps xx, zz: 5.9100, 5.6400
static clamped eps xx, zz: 46.122, 37.810
relaxed C11, C12, C13: 0.007964, 0.003464, 0.003788 a.u.
relaxed C33, C44: 0.005696, 0.003595 a.u.
e31, e33, e15: -0.00960, 0.07080, 0.03300 a.u.
d31, d33, d15 (engineering): -8.8711, 24.2288, 9.1794 a.u.
d33 from charge under stress: 24.2288 a.u.
p zz,xx; zz,zz: 0.0490; 0.4879
p xx,xx; xx,yy; xx,zz: 0.1042; 0.0756; 0.1683
p xz,xz: 0.0908
r zz,z electronic, ionic: 1.7066, 12.0718 a.u.
r zz,z clamped, p*d: 13.7784, 10.9512 a.u.
r zz,z free formula, relaxed: 24.7296, 24.7299 a.u.
r zz,z clamped, free: 26.79, 48.09 pm/V
r xx,z electronic, ionic: 0.2159, 2.7485 a.u.
r xx,z clamped, p*d: 2.9644, 2.4838 a.u.
r xx,z free formula, relaxed: 5.4482, 5.4482 a.u.
r xx,z clamped, free: 5.76, 10.60 pm/V
r xz,x electronic, ionic: 0.2262, 5.4001 a.u.
r xz,x clamped, p*d: 5.6263, 0.8331 a.u.
r xz,x free formula, relaxed: 6.4594, 6.4595 a.u.
r xz,x clamped, free: 10.94, 12.56 pm/V
p zz,zz clamped-ion; fixed charge: 0.1257; 0.1637
wrong r zz,z from clamped-ion p: 15.1519 a.u.
wrong r zz,z from fixed-charge p: 16.0942 a.u.
density 6000 kg/m^3; elastic loss 0.02
bar length 10 mm; plate thickness 1 mm
sound speed bar, plate: 5089, 6008 m/s
bar first resonance: 254.4 kHz
plate c/(2t): 3.004 MHz; k^2: 0.2263
bar |r zz,z| at 10 kHz: 24.7288 a.u.
bar |r zz,z| at first resonance: 85.22 a.u.
bar length-clamped plateau: 22.7103 a.u.
plate laterally clamped plateau: 19.8429 a.u.
plate peak: 2.699 MHz, |r zz,z| 267.85 a.u.
plate at 10 MHz: |r zz,z| 12.3164, |r-r_clamped| 1.4673 a.u.
plate at 100 MHz: |r zz,z| 13.6806, |r-r_clamped| 0.1479 a.u.
plate at 1000 MHz: |r zz,z| 13.7784, |r-r_clamped| 0.0090 a.u.
mode mass 20 u; cell volume 430 bohr^3
TO frequency: 7.146 THz
r zz,z at 0.1 f_TO, frozen strain: 13.9004 a.u.
r zz,z at 0.3 f_TO formula, motion: 14.9723, 14.9724 a.u.
r zz,z at 3.0 f_TO formula, motion: 0.1976, 0.1976 a.u.
r zz,z at 10 f_TO: 1.5847 a.u.
\end{verbatim}
